# Recovering Doping from Electron Profiles: Noise, Resolution and Abrupt Steps

## Definitions and conventions

Let \(n(x)\) be the electron density and \(N(x)\) the ionized donor density minus the ionized acceptor density in an n-type layer that varies along \(x\). The electron charge is \(-q\), with \(q>0\). Define

\[
u=\ln\frac{n}{n_r},\qquad A=\frac{\varepsilon kT}{q^2},\qquad L_D(N)=\sqrt{\frac{A}{N}},
\]

where \(n_r\) is any constant reference density and \(L_D\) is the Debye length. A prime denotes \(d/dx\). Lengths are in nm and densities in cm\(^{-3}\).

The model assumes equilibrium, Boltzmann statistics, a constant permittivity, a constant band edge and a mean electrostatic potential \(\psi\). The task is to find \(N\) from samples of \(n\) with spacing \(h\).

## The correction and the abrupt step

With a flat Fermi level, \(n=n_r e^{q\psi/kT}\) up to the choice of zero for \(\psi\), so \(\psi=(kT/q)u\). With hole density \(p\), Poisson's equation reads

\[
\frac{kT}{q}u''=\psi''=-\frac{q}{\varepsilon}(N-n+p).
\]

Multiplying by \(-\varepsilon/q\) and solving for \(N\) gives \(N=n-p-Au''\). Where \(p\ll N\), this is the Kennedy–O'Brien correction,

\[
N=n-A(\ln n)''. \tag{1}
\]

Nothing here requires \(N\) to vary slowly. Let \(N=N_1\) for \(x<0\) and \(N=N_2\) for \(x>0\). The potential and the field are continuous, hence so are \(u\) and \(u'\), but

\[
u''(0^-)=\frac{n(0)-N_1}{A},\qquad u''(0^+)=\frac{n(0)-N_2}{A}.
\]

The jump of \(-Au''\) is therefore \(N_2-N_1\), the whole doping step. Within the model, (1) holds on both sides of a step that is much sharper than \(L_D\).

The density at the step follows from a first integral. On side \(i\), multiply \(Au''=n-N_i\) by \(u'\) and use \(nu'=n'\). Far from the step \(u'=0\) and \(n=N_i\), which fixes the constant:

\[
\frac A2u'^2=n-N_i-N_i\ln\frac{n}{N_i}. \tag{2}
\]

Equating the two right-hand sides at \(x=0\) cancels \(n(0)\) and leaves

\[
N_1+N_1\ln\frac{n(0)}{N_1}=N_2+N_2\ln\frac{n(0)}{N_2}.
\]

Collecting the terms in \(\ln n(0)\), with all densities in one unit,

\[
\ln n(0)=\frac{N_2\ln N_2-N_1\ln N_1}{N_2-N_1}-1. \tag{3}
\]

As \(N_2\to N_1\), the quotient tends to \(d(N\ln N)/dN=\ln N+1\), so \(n(0)\to N_1\). For \(N_2\gg N_1\), \(n(0)\to N_2/e\): as the step grows, the ratio \(n(0)/N_2\) falls towards \(1/e\), not towards zero.

## A windowed algorithm

Noise makes it necessary to differentiate over a window. Take \(M=2m+1\) samples, \(j=-m,\dots,m\), and symmetric weights \(w_j\) with

\[
\sum_jw_j=0,\qquad \sum_jjw_j=0,\qquad \sum_jj^2w_j=2 .
\]

Then \(h^{-2}\sum_jw_ju(x+jh)\) equals \(u''\) for any quadratic. For a general profile, insert Taylor's formula with integral remainder, which remains valid when \(u''\) jumps:

\[
u(x+jh)=u(x)+jhu'(x)+\int_0^{jh}(jh-s)u''(x+s)\,ds .
\]

The first two terms cancel in the sum, leaving

\[
\frac1{h^2}\sum_jw_ju(x+jh)=\int K(s)u''(x+s)\,ds,\qquad
K(s)=\frac1{h^2}\sum_iw_i(s-ih)_+, \tag{4}
\]

where \((z)_+=\max(z,0)\). For \(s<0\) this \(K\) is the remainder kernel directly. For \(s>0\), use \((z)_+=z+(-z)_+\); the part linear in \(z\) vanishes by the first two moment conditions. The choice \(u=s^2/2\) at \(x=0\) shows that \(\int K\,ds=1\).

The curvature is thus averaged over \(K\). For consistency \(n\) must be averaged over the same kernel, whose nodal weights are \(k_j=hK(jh)=\sum_iw_i(j-i)_+\). The estimator is

\[
\widehat N_i=\sum_jk_jn_{i+j}-\frac A{h^2}\sum_jw_j\ln n_{i+j}. \tag{5}
\]

Since \(K\) is piecewise linear, it is a sum of triangles of half-width \(h\) with areas \(k_j\). A triangle of unit area has second moment \(h^2/6\), so it averages a smooth \(n\) to \(n+h^2n''/12\) at leading order. The sum in (5) omits that term, and

\[
\widehat N_i=\int K(s)N(x_i+s)\,ds-\frac{h^2}{12}\sum_jk_jn''_{i+j}+\cdots. \tag{6}
\]

At a node where \(n''\) jumps, the mean of its two one-sided values replaces \(n''\), and the error is still of order \(h^2\). For \(m=1\), \(w=(1,-2,1)\) and \(k=(0,1,0)\), which is (1) with a three-point second difference.

For larger windows, fit \(c_0+c_1j+c_2j^2\) to \(u\) by least squares. The polynomial \(p_j=j^2-(M^2-1)/12\) is orthogonal to 1 and \(j\) on the window, so \(c_2=\sum p_ju_j/\sum p_j^2\). Since \(h^2u''=2c_2\), \(w_j=2p_j/\sum p_i^2\). The power sums

\[
\sum j^2=\frac{M(M^2-1)}{12},\qquad
\sum j^4=\frac{M(M^2-1)(3M^2-7)}{240}
\]

give \(\sum p_j^2=\sum j^4-(\sum j^2)^2/M=M(M^2-1)(M^2-4)/180\), and hence

\[
\sum_jw_j^2=\frac4{\sum p_j^2}=\frac{720}{M(M^2-1)(M^2-4)}. \tag{7}
\]

The procedure is:

1. Choose \(m\) from the noise estimate below.
2. Form \(p_j\), \(w_j\) and \(k_j\).
3. Evaluate (5) at each node that has \(m\) neighbours on both sides.
4. Report the half-width \(b=Mh/2\) with the result, because it sets the resolution.

## Resolution

Differentiating (4) twice gives \(K''=h^{-2}\sum w_j\delta(s-jh)\). For many points, \(w_j\approx360(j^2-M^2/12)/M^5\), and there are \(1/h\) nodes per unit length. With \(M=2b/h\),

\[
K''(s)\approx\frac{45}{4b^5}\left(s^2-\frac{b^2}{3}\right).
\]

Integrating twice, with \(K=K'=0\) at \(s=\pm b\),

\[
K(s)\approx\frac{15}{16b}\left(1-\frac{s^2}{b^2}\right)^2. \tag{8}
\]

Its second moment is \(b^2/7\), so doping that is smooth over the window acquires the error \(b^2N''/14\). An abrupt step is instead spread out. Its 10–90% width is \(2tb\), where \(t\) solves \(\frac{15}{16}(t-\frac23t^3+\frac15t^5)=0.4\). The root is \(t=0.507\), and the width is \(1.01b\). The Debye length does not appear in this result; it enters through the noise, which decides how small \(b\) may be.

## Noise amplification

Let each sample be \(n_j(1+\sigma\xi_j)\), with independent \(\xi_j\) of zero mean and unit variance and with \(\sigma\ll1\). To first order, \(\ln n_j\) changes by \(\sigma\xi_j\). Collecting the coefficient of each \(\xi\) in (5) gives

\[
\sigma_N^2=\sigma^2\sum_j\left(k_jn_{i+j}-\frac{Aw_j}{h^2}\right)^2. \tag{9}
\]

For three points this becomes

\[
\sigma_N=\sigma\sqrt{\left(n+\frac{2A}{h^2}\right)^2+\frac{2A^2}{h^4}}
\approx\sqrt6\,\sigma N\left(\frac{L_D}{h}\right)^2
\quad(h\ll L_D,\ n\approx N). \tag{10}
\]

Finer sampling with a fixed number of points therefore makes the result worse. In a wide window where the curvature term dominates, (7) gives \(\sum w_j^2\approx720/M^5\). Substituting \(M=2b/h\),

\[
\sigma_N\approx A\sigma\sqrt{\frac{22.5\,h}{b^5}}. \tag{11}
\]

At fixed \(b\), finer sampling now helps, as \(\sqrt h\), provided the noise of neighbouring samples stays independent. Setting \(\sigma_N=\eta N\) and using \(A/N=L_D^2\),

\[
b\approx\left[22.5\,hL_D^4\left(\frac\sigma\eta\right)^2\right]^{1/5}. \tag{12}
\]

Halving \(b\) multiplies the noise by \(2^{5/2}\approx5.7\). Equation (11) does not contain the local density, so the absolute noise is nearly equal on the two sides of a step, and the relative noise is larger on the lightly doped side.

## Worked example

Take \(T=300\) K, relative permittivity 12, \(N_1=10^{16}\) and \(N_2=10^{17}\) cm\(^{-3}\), \(h=2\) nm and \(\sigma=1\%\). Then \(A=1.714\times10^5\) cm\(^{-1}\), and the Debye lengths are 41.4 and 13.1 nm. In units of \(10^{16}\) cm\(^{-3}\), (3) gives

\[
\ln n(0)=\frac{10\ln10}{9}-1=1.558,\qquad n(0)=4.75 .
\]

The profile was computed by solving Poisson's equation with finite differences and Newton iteration on a 0.25 nm mesh, then sampled every 2 nm. With noise-free samples, the three-point correction is in error by at most 0.06% of \(N_2\) at all nodes within 100 nm of the step except the node on it. At \(x=-4\) nm, for instance, \(n=3.944\) while the recovered value is 0.995.

One per cent noise changes this completely. On the heavily doped side \(A/h^2=42.9N_2\), and (10) gives

\[
\frac{\sigma_N}{N_2}=0.01\sqrt{(1+85.7)^2+2(42.9)^2}=1.06 .
\]

The noise is 106% of \(N_2\) there, and on the other side about ten times \(N_1\).

For 5% noise on the heavily doped side, (12) gives \(b=8.8\) nm. The smallest window that meets the target under the full expression (9) has 11 points, \(b=11\) nm, and noise of 3.2% of \(N_2\). The same window leaves 30% of \(N_1\) on the lightly doped side. Reaching 5% there takes 23 points and \(b=23\) nm, against 22.1 nm from (12).

The table shows one draw of the noise, with densities in \(10^{16}\) cm\(^{-3}\).

| \(x\) (nm) | \(N\) | \(n\) | 3 points | 11 points |
|---:|---:|---:|---:|---:|
| −20 | 1 | 2.35 | −21.9 | 0.78 |
| −10 | 1 | 3.14 | 4.2 | 1.22 |
| −4 | 1 | 3.94 | 6.4 | 2.41 |
| 4 | 10 | 5.68 | 9.9 | 8.51 |
| 10 | 10 | 6.91 | 16.7 | 9.97 |
| 20 | 10 | 8.37 | 7.0 | 9.93 |

The 11-point values at \(\pm4\) nm are displaced mainly by the window: integrating (8) gives 2.7 and 8.3 there without noise. The noise-free recovered step has a 10–90% width of 11.1 nm when interpolated linearly between the 2 nm nodes, and 11.0 nm when the estimator is evaluated at all sample positions. Both lie within 2% of \(1.01b\).

Steps of finite width show where the window begins to matter. Here \(N\) follows a hyperbolic tangent between the same end values, the 11-point window is held fixed, and there is no noise. Widths are 10–90% values in units of the 13.1 nm Debye length; errors are the largest at the 2 nm sample nodes within 100 nm of the centre, in per cent of \(N_2\). Between nodes they can be slightly larger: the first row rises to 38.3 and 14.5.

| Width | \(n\) taken as \(N\) | 11 points |
|---:|---:|---:|
| 0.5 | 37.7 | 13.7 |
| 1 | 30.1 | 5.9 |
| 2 | 20.1 | 1.9 |
| 4 | 10.6 | 0.5 |

For these settings the window error passes the 5% noise target at a width of about one Debye length of the heavier side. This is the practical failure near Debye-sharp steps, and its position moves with \(\sigma\), \(h\) and \(\eta\) through (12).

## When the input is a capacitance profile

A capacitance-voltage measurement does not deliver \(n(x)\) directly. Let \(z\) be the distance from a blocking contact, and let reverse bias \(V\) lower the surface value \(u_s\), with \(dV=-(kT/q)\,du_s\). The electron quasi-Fermi level is taken as flat in the layer, and holes are neglected, which assumes that the contact removes them under reverse bias. The response \(v=\partial u/\partial u_s\) obeys

\[
Av''=nv,\qquad v(0)=1,\qquad v(\infty)=0 .
\]

The charge per area is \(Q=q\int(N-n)\,dz\), so \(dQ/du_s=-q\int nv\,dz=qAv'(0)\). The capacitance per area is then \(C=dQ/dV=-\varepsilon v'(0)\), and the depth assigned to it is \(W=\varepsilon/C=-1/v'(0)\). Integration by parts gives

\[
\frac{\int znv\,dz}{\int nv\,dz}=\frac{A}{-Av'(0)}=W .
\]

Hence \(W\) is the mean depth of a charge increment that is spread out in space. The apparent density is defined by \(qN_{cv}\,dW=C\,dV\), or

\[
N_{cv}=-\frac AW\frac{du_s}{dW}=-2A\frac{du_s}{d(W^2)}. \tag{13}
\]

In uniform material with a depleted surface, (2) gives \((Q/q)^2=A^2u'(0)^2=2AN(\ln N-u_s-1)\). Differentiation yields \(A/W=-d(Q/q)/du_s=AN/(Q/q)\), so \(W=Q/(qN)\) and \(N_{cv}=N\).

At an abrupt step the situation differs. The solution \(u\) depends smoothly on \(u_s\) even though \(N\) jumps in space. More reverse bias lowers \(n\) everywhere, which weakens the screening of \(v\) and increases \(W\). Therefore \(N_{cv}\) is a smooth function of \(W\), and \(N_{cv}-A(\ln N_{cv})''\) is continuous. It cannot follow a jump: next to the step, on at least one side, its error is no less than \((N_2-N_1)/2\), here 45% of \(N_2\).

For a contact on the lightly doped side, 400 nm from the step, the same solver was run with \(u_s\) lowered in increments of 0.5. The noise-free \(N_{cv}\) was interpolated to 2 nm spacing. It differs from the equilibrium \(n\) by at most 9.4% of \(N_2\) between 100 nm before and 50 nm beyond the step, yet after the three-point correction the error reaches 58% of \(N_2\) at nodes 4 nm or more from the step. At \(x=-10,10,20\) nm the corrected values are 1.8, 6.8 and 11.7, in place of 1, 10 and 10. The second derivative has amplified a modest difference between the two curves, of which only the equilibrium \(n\) has a jump in curvature at the step.

## Relation to real devices

The numbers could describe a moderately doped step in the collector of a bipolar transistor. In a layer doped near or above the effective density of states of the band, Boltzmann statistics fail. A term \(g\) added to \(\ln n\) in \(q\psi/kT\) changes \(N\) by \(-Ag''\). Expanding the Fermi integral gives \(g=n/(\sqrt8N_c)\), worth 0.05% of \(N_2\) for a rough band density \(N_c=2.5\times10^{19}\) cm\(^{-3}\). Debye screening lowers an electron's energy by about \(q^2/(8\pi\varepsilon L_D)\), or 4.6 meV at \(N_2\). The resulting pointwise change reaches about 3.6% of \(N_2\) at the step, and about 2% after the 11-point window, which is not negligible beside the noise target. This is a rough size, since a Debye cube holds 0.2 donors; for the same reason \(N\) means a lateral average over many donors.

The leading quantum correction, for a rough mass of 0.3 electron masses, shifts \(\ln n\) by at most 0.003, but this shift changes over only about 1 nm at the step. When the density-gradient form of the correction is solved together with Poisson's equation, the recovered doping changes by about 0.8% of \(N_2\) with the 11-point window. With three points it changes by about 7.5% if a sample lies on the step, and by up to about 10% for other sample positions. The 0.06% error quoted for noise-free three-point data therefore belongs to the classical model only.

Equation (1) gives ionized doping. For a rough donor depth of 45 meV and spin degeneracy 2, 4.4% of the donors at \(N_2\) are neutral and are missed. Since \(A\propto T\), a 10 K temperature error changes the result by up to 1.75% of \(N_2\), the largest change being at the step. The peak field in the capacitance scan is 0.15 MV/cm, below a rough breakdown field of a few tenths of a MV/cm, but near enough that a deeper scan would need a separate breakdown estimate.
